# Exchange spin waves on a cubic finite-difference grid: the wavenumber error, part 1

(Sections cited here and not found follow in the second part.)

## First half: three dispersion relations

A micromagnetic calculation replaces atomic spins by a smooth direction field, and then replaces that field by its values on a grid. Each replacement changes the relation between the energy of a spin wave and its wavevector. This problem finds the relation at all three levels and then asks how far the wavenumber on the grid departs from that of the continuum.

The algebra uses atomic units. Since $\hbar=1$, the energy of a spin wave and its angular frequency are the same quantity, $\omega$. Numerical values are in eV and angstrom.

The magnet is a simple cubic lattice with lattice constant $a$ and a spin of length $S$ on each of its $N$ sites. Its Hamiltonian is
$$H=-J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j-b\sum_i S_i^z ,\qquad J>0,\quad b>0 .$$
Each nearest-neighbour bond is counted once, and the boundaries are periodic. The field is written as the energy $b$ needed to lower one spin by one unit. Dipolar interaction, crystal anisotropy, damping and temperature are left out.

### (a) The atomic lattice

**Find the energy of one spin flip with wavevector $\mathbf k$, measured from the state with all spins up.**

Write the bond operator with $S^\pm=S^x\pm iS^y$:
$$\mathbf S_i\cdot\mathbf S_j=S_i^zS_j^z+\tfrac12\left(S_i^+S_j^-+S_i^-S_j^+\right).$$
In the state $|0\rangle$ with all spins up, each raising operator gives zero, so every bond gives $S^2$. This is the largest eigenvalue of a bond, and every $S_i^z$ is also at its maximum. Hence $|0\rangle$ is the ground state. Call its energy $E_0$.

The normalized state with one flip at site $l$ is
$$|l\rangle=\frac{1}{\sqrt{2S}}\,S_l^-|0\rangle .$$
The factor follows from $[S^+,S^-]=2S^z$, which gives $\langle0|S_l^+S_l^-|0\rangle=2S$.

A bond that does not touch $l$ still gives $S^2$. Take a bond between $l$ and a neighbour $m$. Its diagonal part is $(S-1)S=S^2-S$. In the transverse part, the term with $S_m^+$ vanishes because spin $m$ is fully up. The other term moves the flip. Since $S_l^+|l\rangle=\sqrt{2S}\,|0\rangle$ and $S_m^-|0\rangle=\sqrt{2S}\,|m\rangle$,
$$\tfrac12S_l^+S_m^-|l\rangle=\tfrac12(2S)|m\rangle=S|m\rangle .$$
Therefore
$$\mathbf S_l\cdot\mathbf S_m|l\rangle=(S^2-S)|l\rangle+S|m\rangle .$$
Multiply by $-J$, sum over the six neighbours, and add the field cost $b$:
$$H|l\rangle=(E_0+b)|l\rangle+JS\sum_{m}\left(|l\rangle-|m\rangle\right).$$
The states with one flip are thus closed under $H$. Translation symmetry suggests
$$|\mathbf k\rangle=\frac1{\sqrt N}\sum_l e^{i\mathbf k\cdot\mathbf r_l}|l\rangle .$$
Let $\boldsymbol\delta$ be the vector from a site to a neighbour. In the hopping term, relabel the final site as the summation site. This produces a factor $e^{-i\mathbf k\cdot\boldsymbol\delta}$, so $|\mathbf k\rangle$ is an eigenstate with excitation energy
$$\omega_a=b+JS\sum_{\boldsymbol\delta}\left(1-e^{-i\mathbf k\cdot\boldsymbol\delta}\right).$$
The neighbours come in pairs $\pm a$ along each axis $\alpha=x,y,z$, and each pair gives $2-2\cos k_\alpha a$. Thus
$$\boxed{\omega_a(\mathbf k)=b+2JS\sum_\alpha(1-\cos k_\alpha a)} .$$
No approximation has been made within this Hamiltonian. At $\mathbf k=0$ all spins turn together, exchange costs nothing, and the energy is $b$.

### (b) The exchange constant of the continuum

**For a slowly varying spin direction $\mathbf n(\mathbf r)$ with $|\mathbf n|=1$, find the constant $A$ in the exchange energy density $A|\nabla\mathbf n|^2$.**

Here $|\nabla\mathbf n|^2=\sum_\alpha|\partial_\alpha\mathbf n|^2$. Treat the spins as classical vectors $\mathbf S_i=S\mathbf n_i$. Relative to parallel alignment, one bond costs
$$JS^2(1-\mathbf n_i\cdot\mathbf n_j)=\tfrac12JS^2|\mathbf n_i-\mathbf n_j|^2 ,$$
because $|\mathbf n_i-\mathbf n_j|^2=2-2\mathbf n_i\cdot\mathbf n_j$. For slow variation along axis $\alpha$, the difference is $a\,\partial_\alpha\mathbf n$ to leading order. There is one bond per site along each axis, and the volume per site is $a^3$. The energy density is therefore
$$\frac{1}{a^3}\sum_\alpha\tfrac12JS^2a^2|\partial_\alpha\mathbf n|^2=\frac{JS^2}{2a}|\nabla\mathbf n|^2,
\qquad\boxed{A=\frac{JS^2}{2a}} .$$
A spiral in the $xy$ plane that turns by $Qa$ from site to site shows what has been dropped. Its lattice energy density is
$$\frac{JS^2}{a^3}(1-\cos Qa)=AQ^2\left[1-\frac{(Qa)^2}{12}+\dots\right].$$
The continuum is reliable when the texture varies slowly on the scale of $a$, here $Qa\ll1$. A small angle between neighbouring spins is not enough: a wave of small amplitude with $ka=\pi$ has nearly parallel neighbours, yet its lattice exchange energy is only $4/\pi^2\approx0.41$ of the continuum value.

### (c) The continuum wave

**Derive the equation of motion of $\mathbf n$ and find the frequency of a wave whose spins precess at a fixed cone angle $\theta$ about $z$.**

For one spin in a field, $H=-\mathbf B\cdot\mathbf S$. With $\mathbf B$ along $z$ and $[S^z,S^x]=iS^y$,
$$\frac{dS^x}{dt}=i[H,S^x]=-iB[S^z,S^x]=BS^y ,$$
which is the $x$ component of $\mathbf S\times\mathbf B$. The vector form is $\dot{\mathbf S}=\mathbf S\times\mathbf B$. In the classical description the field is $\mathbf B=-\partial E/\partial\mathbf S$. Let $s=S/a^3$ be the spin per volume. Then
$$s\,\partial_t\mathbf n=-\mathbf n\times\frac{\delta E}{\delta\mathbf n},\qquad
E=\int\left[A|\nabla\mathbf n|^2+sb(1-n_z)\right]d^3r .$$
Vary $\mathbf n$ and integrate the exchange term by parts. The boundary terms cancel in a periodic volume:
$$\delta E=\int\delta\mathbf n\cdot\left(-2A\nabla^2\mathbf n-sb\,\hat{\mathbf z}\right)d^3r .$$
Any part of the derivative along $\mathbf n$ drops out of the cross product, so the constraint $|\mathbf n|=1$ needs no extra term. The equation of motion is
$$s\,\partial_t\mathbf n=\mathbf n\times\left(2A\nabla^2\mathbf n+sb\,\hat{\mathbf z}\right).$$

Now insert
$$\mathbf n=(\sin\theta\cos\varphi,\ \sin\theta\sin\varphi,\ \cos\theta),\qquad\varphi=\mathbf k\cdot\mathbf r-\omega t .$$
The Laplacian is $-k^2(n_x,n_y,0)$, with $k=|\mathbf k|$. The bracket in the equation of motion is therefore $\mathbf F=(-2Ak^2n_x,-2Ak^2n_y,sb)$, and
$$(\mathbf n\times\mathbf F)_x=n_yF_z-n_zF_y=n_y\left(sb+2Ak^2\cos\theta\right).$$
The left side is $s\,\partial_tn_x=s\omega\sin\theta\sin\varphi=s\omega n_y$. The $y$ component gives the same condition with $-n_x$ in place of $n_y$ on both sides, and the $z$ component is zero on both sides. Hence
$$\omega=b+\frac{2A}{s}k^2\cos\theta .$$
For small $\theta$, the cosine is one up to a correction $\theta^2/2$. The small-amplitude dispersion is
$$\boxed{\omega=b+Dk^2,\qquad D=\frac{2A}{s}=\frac{JS^2}{a}\,\frac{a^3}{S}=JSa^2} .$$
The constant $D$ is the spin-wave stiffness. The vector $\mathbf n$ is the direction of spin. If the magnetic moment is opposite to the spin, $\mathbf m=-\mathbf n$, its equation is $s\,\partial_t\mathbf m=-\mathbf m\times\left(2A\nabla^2\mathbf m-sb\,\hat{\mathbf z}\right)$. The overall sign is reversed and the field term points along $-\hat{\mathbf z}$, the equilibrium direction of the moment. The frequency is the same.

### (d) The finite-difference grid

**Divide the magnet into cubic cells of edge $h$ and replace each gradient by the difference between adjacent cells. Find the small-amplitude dispersion.**

A gradient between adjacent cells is $(\mathbf n_i-\mathbf n_j)/h$, and each cell has volume $h^3$. The energy becomes
$$E_h=Ah\sum_{\langle ij\rangle}|\mathbf n_i-\mathbf n_j|^2+sh^3b\sum_i(1-n_{i,z}) .$$
The derivative of the exchange part with respect to $\mathbf n_i$ is $2Ah\sum_j(\mathbf n_i-\mathbf n_j)$, where $j$ runs over the six adjacent cells. A cell carries spin $sh^3$, so $sh^3\,\dot{\mathbf n}_i=-\mathbf n_i\times\partial E_h/\partial\mathbf n_i$. Dividing by $h^3$ gives
$$s\,\dot{\mathbf n}_i=\mathbf n_i\times\left(2A\,L_h\mathbf n_i+sb\,\hat{\mathbf z}\right),\qquad
L_hf_i=\frac1{h^2}\sum_j(f_j-f_i).$$
This is the continuum equation with $\nabla^2$ replaced by $L_h$. Along one axis, Taylor expansion gives
$$\frac{f(x+h)+f(x-h)-2f(x)}{h^2}=f''(x)+\frac{h^2}{12}f''''(x)+\dots ,$$
because the odd derivatives cancel. The error begins at $h^2$, so the scheme is of second order.

For small amplitude set $\mathbf n=(u,v,1)$. The departure of $n_z$ from one is quadratic in $u$ and $v$ and is dropped. The two transverse components are
$$s\dot u=sb\,v-2AL_hv,\qquad s\dot v=-sb\,u+2AL_hu .$$
Add $i$ times the second equation to the first and define $\psi=u+iv$. Since $v-iu=-i\psi$,
$$s\dot\psi=-isb\,\psi+2iAL_h\psi .$$
Multiplication by $i/s$ gives
$$i\dot\psi=b\psi-DL_h\psi .$$
Insert $\psi=e^{i(\mathbf k\cdot\mathbf r-\omega t)}$. Each pair of adjacent cells along axis $\alpha$ contributes $(2\cos k_\alpha h-2)/h^2$ to $L_h$, so
$$\boxed{\omega_h(\mathbf k)=b+\frac{2D}{h^2}\sum_\alpha(1-\cos k_\alpha h)
=b+\frac{4D}{h^2}\sum_\alpha\sin^2\frac{k_\alpha h}{2}} .$$
The second form uses $1-\cos x=2\sin^2(x/2)$.

This formula has been tested against modes obtained from a numerical second derivative of $E_h$ on a periodic box of $3\times4\times5$ cells. The largest mismatch was about $5\times10^{-8}$ of the highest mode energy.

### (e) Lattice and grid side by side

**When does the grid reproduce the atomic lattice, and is this agreement general?**

Put $h=a$. The prefactor becomes $2D/a^2=2JS$, and $\omega_h$ is identical to $\omega_a$. The energies show why. With $h=a$, a grid bond costs $Aa|\mathbf n_i-\mathbf n_j|^2=\tfrac12JS^2|\mathbf n_i-\mathbf n_j|^2$, which is the classical bond energy of part (b).

The agreement depends on the model. Suppose spins at distance $2a$ along each axis are also coupled, with constant $J_2$. The steps of part (a) give an additional $2J_2S(1-\cos2k_\alpha a)$ per axis. With $1-\cos x=x^2/2-x^4/24+\dots$, the exchange energy for $\mathbf k$ along an axis is
$$S(J+4J_2)(ka)^2-\frac{S}{12}(J+16J_2)(ka)^4+\dots .$$
The stiffness depends on $J+4J_2$, while the quartic term depends on $J+16J_2$. A grid that is given the correct $D$ and has $h=a$ has a quartic term proportional to $J+4J_2$, which is wrong when $J_2\neq0$. The continuum keeps $D$ and forgets the rest of the lattice dispersion.

### (f) The error at a given wavevector

**Expand $\omega_h$ for $kh\ll1$. How large is the fractional error of the exchange energy, and what wavenumber would be inferred from it with the continuum formula?**

Let $\hat{\mathbf n}=\mathbf k/k$ now denote the direction of the wavevector, with components $\hat n_\alpha$, and define
$$S_4=\sum_\alpha\hat n_\alpha^4,\qquad S_6=\sum_\alpha\hat n_\alpha^6 .$$
Use $1-\cos x=x^2/2-x^4/24+x^6/720-\dots$ with $x=k\hat n_\alpha h$. Multiplication by $2D/h^2$ and $\sum_\alpha\hat n_\alpha^2=1$ give
$$\omega_h-b=Dk^2\left[1-\frac{S_4(kh)^2}{12}+\frac{S_6(kh)^4}{360}-\dots\right].$$
The exchange energy is too low by the fraction $S_4(kh)^2/12$ to leading order. The straight difference between two cells underestimates the bending of the wave between them.

The continuum formula would assign to this energy the wavenumber
$$k_{\rm inf}=\sqrt{\frac{\omega_h-b}{D}}=k\left[1-\frac{S_4(kh)^2}{24}+\dots\right],$$
since $\sqrt{1-\epsilon}=1-\epsilon/2+\dots$. This is the appropriate comparison when the wavevector is imposed, for example by the period of a box. A source that oscillates at a given frequency poses a different question.

## Second half: the wavenumber at a given energy

The continuum dispersion is $\omega=b+Dk^2$, where $b$ is the field gap and $D=JSa^2$ the stiffness. The atomic lattice has constant $a$, nearest-neighbour exchange $J$ and spin $S$. On a grid of cubic cells with edge $h$,
$$\omega_h=b+\frac{4D}{h^2}\sum_\alpha\sin^2\frac{k_\alpha h}{2}
=b+Dk^2\left[1-\frac{S_4(kh)^2}{12}+\frac{S_6(kh)^4}{360}-\dots\right].$$
Here $S_4$ and $S_6$ are the sums of the fourth and sixth powers of the components $\hat n_\alpha$ of the unit vector along $\mathbf k$. The lattice dispersion has the same form with $h$ replaced by $a$. Amplitudes are small, damping and dipolar interaction are absent, and $\hbar=1$.

### (g) The fractional wavenumber error

We now have the spin-wave dispersion on the atomic lattice, in the continuum and on the grid, together with the grid's energy error at a given wavevector. It remains to find the wavenumber error at a given energy, its dependence on direction, the top of the band along an axis, the comparison with the atomic lattice, and a numerical case.
